# Space-charge collapse of the edge field in an intrinsic photodiode layer, part 2

Light injects holes at the edge $x=0$ of an undoped layer $0<x<L$ under reverse bias. The n-type contact is at $x=0$ and the p-type contact at $x=L$. The field $E$ points along $+x$, so holes drift towards $L$ and electrons towards $0$. The holes' charge lowers the entrance field $E_0=E(0)$ and raises the exit field $E_L=E(L)$. The voltage $V$ across the layer is held fixed: it is the applied reverse bias plus the built-in voltage, less any drop across series resistance.

Let $\varepsilon$ be the permittivity, $\rho$ the hole charge density, $J$ the current density and $v(E)$ the hole speed. In steady state, with drift alone and no recombination, trapping, dark current or generation inside the layer,

$$\varepsilon\frac{dE}{dx}=\rho,\qquad \rho=\frac{J}{v(E)},$$

$$JL=\varepsilon\int_{E_0}^{E_L}v\,dE,\qquad JV=\varepsilon\int_{E_0}^{E_L}Ev\,dE .$$

The speed law, with low-field mobility $\mu$ and saturated speed $v_s$, is

$$v(E)=\frac{\mu E}{1+E/E_s},\qquad E_s=\frac{v_s}{\mu}.$$

Collapse means $E_0=0$. It occurs at the critical current density $J_c$, above which this model has no steady solution. With $u=E_L/E_s$ at collapse, $A(u)=u-\ln(1+u)$ and $B(u)=\frac{u^2}{2}-A(u)$,

$$\boxed{\;\frac{B(u)}{A(u)}=\frac{V}{LE_s},\qquad J_c=\frac{\varepsilon v_sE_s}{L}\,A(u)\;}$$

Near the entrance at collapse, where $v=\mu E$,

$$E=\sqrt{\frac{2Jx}{\varepsilon\mu}} .$$

The limits of $J_c$ are the Mott–Gurney law $\frac98\,\frac{\varepsilon\mu V^2}{L^3}$ for $V/L\ll E_s$ and the saturated-speed law $\frac{2\varepsilon v_sV}{L^2}$ for $V/L\gg E_s$.

The example has relative permittivity 15, $\mu=1000\ \mathrm{cm^2/(V\,s)}$, $v_s=10^7$ cm/s, $L=1$ µm and $V=2$ V. Hence $E_s=10$ kV/cm, $V/L=20$ kV/cm, $u=3.377$, $A=1.9005$ and $J_c=2.52\ \mathrm{kA/cm^2}$. The saturated-speed law would give $5.31\ \mathrm{kA/cm^2}$.

Q: What does the field look like at that current?

A: Integrating only as far as $x$ gives $A(E/E_s)=(x/L)\,A(u)$. The field is zero at the entrance, 13.1 kV/cm at a quarter of the thickness, 20.7 at the middle, 27.5 at three quarters and 33.8 at the exit. The collapse is local: beyond the middle, the field is higher than the 20 kV/cm that an empty layer would have. The exit field should be compared with the onset of avalanche multiplication, which this model leaves out.

The profile also shows how pure the layer has to be. The hole density is $J_c/(qv)$, with $q$ the elementary charge, and it is smallest at the exit, where the holes are fastest. There it is $2.0\times10^{15}\ \mathrm{cm^{-3}}$. Ionized doping far below this density is a small addition to the charge everywhere in the layer. Doping of comparable density is not, and it must then be added to $\rho$.

Q: Does the edge field fall in proportion to the current, so that I could see the collapse coming?

A: Not in this example, where it falls faster and faster. At 25, 50, 80 and 97 percent of $J_c$ it is 16.4, 12.4, 7.0 and 2.4 kV/cm. When $V/L\gg E_s$ the speed is nearly constant and the fall is nearly linear until the edge field approaches $E_s$. The last part of the fall follows from the two integral conditions. Let $J$ be slightly below $J_c$, and write $\delta J=J-J_c$ and $\delta E$ for the changes of current density and exit field from their values at collapse. Let $v_L$ be the exit speed at collapse. For small $E_0$, the missing lower piece of the first integral is $\int_0^{E_0}\mu E\,dE=\mu E_0^2/2$. That of the second is $\mu E_0^3/3$, which is of higher order. To leading order,

$$L\,\delta J=\varepsilon v_L\,\delta E-\tfrac12\varepsilon\mu E_0^2,\qquad
V\,\delta J=\varepsilon E_Lv_L\,\delta E .$$

The second equation gives $\varepsilon v_L\delta E=V\delta J/E_L$. Putting this into the first and solving for $E_0^2$,

$$E_0^2=\frac{2}{\varepsilon\mu}\left(L-\frac{V}{E_L}\right)(J_c-J).$$

The bracket is positive because the exit field exceeds the average $V/L$. The edge field vanishes as the square root of the remaining current margin, so its slope against current becomes infinite at $J_c$.

To put in numbers, divide by $E_s^2$ and use $J_c=\varepsilon v_sE_sA/L$:

$$\left(\frac{E_0}{E_s}\right)^2=2A\left(1-\frac{V}{LE_su}\right)\left(1-\frac{J}{J_c}\right)
=3.801\left(1-\frac{2}{3.377}\right)\left(1-\frac{J}{J_c}\right).$$

The numerical factor is 1.55. At $J=0.97J_c$ this gives $E_0=2.2$ kV/cm, about 9 percent below the full solution. At $0.80J_c$ it gives 5.6 kV/cm, about 20 percent below, so it is a formula for the neighbourhood of the threshold.

Q: All this concerns steady states. A steady solution may exist and still never be reached when the light is turned on.

A: That can be tested without the steady equations. Thin sheets of positive charge are launched at $x=0$, one after another, into an initially empty layer. Each moves at the speed $v(E)$ set by the field of all the others and by the fixed voltage, and it is removed at $x=L$. The injected current rises from zero and approaches its final value exponentially, with a time constant of 80 ps, and the motion is followed for ten time constants unless the edge field collapses first.

At $0.97J_c$ the edge field stayed positive. At $1.03J_c$ it collapsed. At $0.80J_c$ the sheets settled to an edge field of 6.9 kV/cm and an exit field of 31.0 kV/cm, against 7.0 and 31.0 from the steady formulas. This supports the threshold for a gradual rise of the light. A sudden pulse may behave differently and was not examined.

Q: Does the slow region near the edge cost anything in response time?

A: It lengthens the transit. By Gauss's law the charge stored per area is $\int_0^L\rho\,dx=\varepsilon(E_L-E_0)$. The transit time $T$ of a hole is

$$T=\int_0^L\frac{dx}{v}=\int_0^L\frac{\rho}{J}\,dx=\frac{\varepsilon(E_L-E_0)}{J},$$

where $1/v=\rho/J$ was used. At collapse $E_0=0$ and $E_L=uE_s$. Inserting $J_c$,

$$T=\frac{L}{v_s}\,\frac{u}{A(u)}=10\ \mathrm{ps}\times\frac{3.377}{1.9005}=17.8\ \mathrm{ps}.$$

At $0.80J_c$ the formula gives 15.8 ps, and counting the moving sheets gives 15.9 ps. The transit time remains finite at the threshold, although the holes start with zero drift speed.

Q: Now the diffusion you postponed. The density diverges at the edge, so diffusion must win there.

A: It does, close to the edge. Let $p=\rho/q$ be the hole density and $D$ the diffusion coefficient. The density falls with $x$, so diffusion pushes holes forward, in the direction of the drift. Evaluated on the drift solution, the ratio of diffusion to drift current is

$$\frac{D\,|dp/dx|}{p\,v}=\frac{D}{v^2}\frac{dv}{dx},$$

because $p\propto1/v$ means $|dp/dx|/p=(dv/dx)/v$. Take the Einstein relation $D=\mu V_T$, where $V_T=k_BT_{\mathrm{abs}}/q$ is the thermal voltage at absolute temperature $T_{\mathrm{abs}}$. Near the edge $v=\mu E$ and $E\propto\sqrt x$, so $dv/dx=\mu E/(2x)$. The ratio becomes

$$\frac{\mu V_T}{\mu^2E^2}\,\frac{\mu E}{2x}=\frac{V_T}{2xE}.$$

It equals one at the distance $x_d$ where $x_dE=V_T/2$. Squaring and inserting $E^2=2J_cx_d/(\varepsilon\mu)$,

$$\frac{2J_cx_d^3}{\varepsilon\mu}=\frac{V_T^2}{4},\qquad
x_d=\left(\frac{\varepsilon\mu V_T^2}{8J_c}\right)^{1/3}.$$

At 300 K, $V_T=25.85$ mV and $x_d=35$ nm. With $D$ kept at this low-field value, the full speed law on the full profile gives the same distance to this accuracy. A diffusion coefficient that changes with the field would alter it. It is about 3.5 percent of the layer thickness.

Q: So the error in $J_c$ is 3.5 percent?

A: That does not follow. The number says that drift dominates over most of the layer, which is the condition for the drift result to be useful. It is not an error estimate for the current. Within a few tens of nanometres of the edge, diffusion can carry holes through a region of very small field, so a zero of the edge field no longer marks a sharp limit. Finding the shift requires the drift–diffusion equations with stated boundary conditions. For this example, with constant $D$, all holes collected and the same voltage across the layer, they put the zero of the edge field at about $1.14J_c$, a shift four times larger than $x_d/L$. In the constant-mobility limit, inserting the Mott–Gurney current into $x_d$ gives $x_d/L=(V_T/3V)^{2/3}$. At a voltage not far above $V_T$ this is a sizeable part of the layer, and neglecting diffusion is no longer justified.

Q: My larger doubt is about the light. Real absorption has a finite depth. Does the field still collapse at the edge?

A: In general it does not. Let $F(x)$ be the fraction of the light absorbed between $0$ and $x$, rising continuously from 0 to 1. Holes created to the left of $x$ pass through $x$ towards the right, and electrons created to the right of $x$ pass towards the left. Both contribute positive current, $JF$ and $J(1-F)$. With hole and electron speeds $v_p$ and $v_n$,

$$\varepsilon\frac{dE}{dx}=J\left(\frac{F}{v_p}-\frac{1-F}{v_n}\right).$$

At $x=0$ the right side is $-J/v_n$, and at $x=L$ it is $+J/v_p$. The field first falls and finally rises, so its minimum lies inside the layer, whatever the speeds.

An edge minimum needs a finite share $f$ of the holes to be injected at $x=0$ itself. The slope there is non-negative if $f/v_p\ge(1-f)/v_n$. With equal speeds this means at least half of them.

Q: How far inside, and at what current?

A: A closed answer follows if both carriers have the same saturated speed $v_s$ everywhere. This is an idealization, since carriers cannot stay saturated where the field vanishes. The slope is then $J(2F-1)/(\varepsilon v_s)$, and the minimum lies where half the light has been absorbed.

For an absorption coefficient $\alpha$, let $a=\alpha L$ and $F=(1-e^{-\alpha x})/(1-e^{-a})$. Setting $F=1/2$ gives $e^{-\alpha x_m}=(1+e^{-a})/2$, so the minimum is at

$$\xi=\frac{x_m}{L}=-\frac1a\ln\frac{1+e^{-a}}{2}.$$

For the current, put $k=2/(1-e^{-a})$, so that $2F-1=k-1-ke^{-\alpha x}$. Its integral from $0$ to $x$ is

$$H(x)=(k-1)x-\frac k\alpha\left(1-e^{-\alpha x}\right),$$

and the field is $E=E_0+JH/(\varepsilon v_s)$. The average of $H$ over the layer is

$$\bar H=(k-1)\frac L2-\frac k\alpha+\frac{k(1-e^{-a})}{\alpha^2L}
=(k-1)\frac L2-\frac k\alpha+\frac{2}{\alpha^2L}.$$

At the minimum $1-e^{-\alpha x_m}=1/k$, so $H(x_m)=(k-1)x_m-1/\alpha$. The average field is $V/L$ and the field at $x_m$ is zero. Subtracting the second from the first removes $E_0$ and leaves $V/L=J_c\,[\bar H-H(x_m)]/(\varepsilon v_s)$. Call the bracket $Lm$. With $k-1=\coth(a/2)$,

$$J_c=\frac{\varepsilon v_sV}{L^2m},\qquad
m=\coth\frac a2\left(\frac12-\xi-\frac1a\right)+\frac{2}{a^2}.$$

Q: Check the two ends of that formula.

A: For strong absorption $\xi$, $1/a$ and $1/a^2$ tend to zero and $\coth(a/2)$ to one. Then $m=1/2$, and the edge result $2\varepsilon v_sV/L^2$ returns.

Uniform absorption is easier to do directly. There $2F-1=2x/L-1$ and $H=x^2/L-x$. The average is $\bar H=L/3-L/2=-L/6$, and the value at the middle is $-L/4$. Their difference is $L/12$, so $m=1/12$ and $J_c=12\varepsilon v_sV/L^2$, six times the edge result.

For the example's $L$, $V$ and $v_s$, the collapse moves as follows:

- $\alpha L=1$: at $0.38L$, with 5.2 times the edge-limit current;
- $\alpha L=10$: at $0.07L$, with 1.43 times;
- $\alpha L=100$: at $0.007L$, with 1.03 times.

The reference here is the saturated-speed value of $5.31\ \mathrm{kA/cm^2}$, not the $2.52\ \mathrm{kA/cm^2}$ of the full speed law. A direct sum over the points of generation, tested against the formula, confirms both position and current within this idealization. Since the example's average field is just twice $E_s$, the factors show the trend and are not predictions for its actual speed law.

Q: Suppose I do inject at the edge, and turn the light up beyond $J_c$. What current do I measure?

A: The steady drift model does not say, because it has no state that collects all the holes. Holes build up near the entrance, where diffusion, recombination and the adjoining contact decide what becomes of them. What the model does say is that drift alone, with diffusion neglected everywhere, can carry no more than $J_c$ across the layer at that voltage. With diffusion the piled-up holes can push a larger current through, so $J_c$ marks the scale of the collapse rather than a hard ceiling on the measured current. The voltage meant is the one left across the layer while the current flows. With a series resistance it is lower than in the dark, and the collapse comes at a smaller photocurrent than the dark voltage would suggest.

## Table of computed values

```
relative permittivity: 15
low-field mobility: 1000 cm^2/(V s)
saturated speed: 1.0e+07 cm/s
layer thickness: 1.0 um
total voltage: 2.0 V
temperature: 300 K
area: 10 um^2
velocity-law field Es: 10.0 kV/cm
average field V/L: 20.0 kV/cm
ratio V/(L Es): 2.000
reduced exit field u: 3.3769
A(u): 1.9005
B(u): 3.8010
current unit eps vs Es/L: 1.3281 kA/cm^2
critical current density Jc: 2.524 kA/cm^2
critical current density Jc: 2.524e+07 A/m^2
critical current for the area: 0.252 mA
constant-mobility limit formula: 5.977 kA/cm^2
saturated-speed limit formula: 5.313 kA/cm^2
field at collapse, x/L=0.25: 13.14 kV/cm
field at collapse, x/L=0.50: 20.73 kV/cm
field at collapse, x/L=0.75: 27.46 kV/cm
field at collapse, x/L=1.00: 33.77 kV/cm
hole density at exit, at collapse: 2.042e+15 cm^-3
transit time at collapse: 17.77 ps
edge field at J/Jc=0.25: 16.35 kV/cm
edge field at J/Jc=0.50: 12.45 kV/cm
edge field at J/Jc=0.80: 6.98 kV/cm
edge field at J/Jc=0.97: 2.36 kV/cm
simulated edge field at J/Jc=0.80: 6.92 kV/cm
mid field at J/Jc=0.80, formula: 20.41 kV/cm
mid field at J/Jc=0.80, simulated: 20.41 kV/cm
exit field at J/Jc=0.80, formula: 31.00 kV/cm
exit field at J/Jc=0.80, simulated: 30.98 kV/cm
transit at J/Jc=0.80, formula: 15.80 ps
transit at J/Jc=0.80, simulated: 15.85 ps
simulated edge field at J/Jc=0.97: 2.22 kV/cm
edge collapsed at J/Jc=1.03: True
thermal voltage: 25.85 mV
diffusion range, estimate: 35.3 nm
diffusion range, full profile: 35.1 nm
alpha L=0.01: collapse x/L=0.4988, J=31.87 kA/cm^2, ratio to edge limit=6.000
alpha L=1: collapse x/L=0.3799, J=27.68 kA/cm^2, ratio to edge limit=5.210
alpha L=10: collapse x/L=0.0693, J=7.57 kA/cm^2, ratio to edge limit=1.426
alpha L=100: collapse x/L=0.0069, J=5.50 kA/cm^2, ratio to edge limit=1.035
```
